# The Ryabinkin–Kohut–Staroverov Equation and Its Smoothness in Gaussian Bases

After a correlated wavefunction calculation one may want the Kohn–Sham exchange-correlation potential $v_{xc}$ that belongs to its density, to judge an approximate functional or to build an embedding potential. There is a decision to make: invert the Kohn–Sham equations for the computed density, or assemble the potential from quantities of the wavefunction. In a complete basis both roads lead to the same function. In a Gaussian basis the first can give a potential that rises like $+Ze^2/r$ at a nucleus of charge $Ze$, while the second stays finite there. The equation behind the second road is

$$v_{xc}=v_{\rm hole}+\bar\varepsilon_{KS}-\bar\varepsilon_{WF}+\frac{\tau_P^{WF}}{\rho}-\frac{\tau_P^{KS}}{\rho}.\tag{1}$$

Let $\Psi$ be the nondegenerate, real ground state of $N$ electrons in a local potential $v(\mathbf r)$, with energy $E_N$ and density $\rho$. Assume that $\rho$ is also the ground-state density of noninteracting electrons in some local potential $v+v_H+v_{xc}$, with whole orbitals occupied. Here $v_H(\mathbf r)=e^2\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$. All divisions by $\rho$ are made where $\rho>0$.

The Kohn–Sham side comes first. The real orbitals $\phi_i$, with occupations $n_i$, obey

$$\Big[-\frac{\hbar^2}{2m}\nabla^2+v+v_H+v_{xc}\Big]\phi_i=\varepsilon_i\phi_i .$$

Multiply by $n_i\phi_i$, sum over $i$, and divide by $\rho=\sum_i n_i\phi_i^2$. The potentials are local, so they come out of the sum:

$$\frac{\tau_L^{KS}}{\rho}+v+v_H+v_{xc}=\bar\varepsilon_{KS},\tag{2}$$

$$\tau_L^{KS}=-\frac{\hbar^2}{2m}\sum_i n_i\phi_i\nabla^2\phi_i,\qquad \bar\varepsilon_{KS}=\frac1\rho\sum_i n_i\varepsilon_i\phi_i^2 .$$

The interacting system has an equation of the same shape. Let $\psi(x)$ remove an electron at $x=(\mathbf r,\sigma)$, let $h=-\hbar^2\nabla^2/2m+v$ and $w=e^2/|\mathbf r-\mathbf r'|$. The Hamiltonian is

$$\hat H=\int\!\psi^\dagger h\psi\,dx+\frac12\iint\! w\,\psi^\dagger(x_1)\psi^\dagger(x_2)\psi(x_2)\psi(x_1)\,dx_1dx_2 .$$

Its commutator with $\psi(x)$ follows from $\psi(x)\psi^\dagger(x_1)=\delta(x-x_1)-\psi^\dagger(x_1)\psi(x)$. The one-body part gives $h\psi(x)$. In the two-body part, moving $\psi(x)$ past two creation operators leaves $\delta(x-x_1)\psi^\dagger(x_2)-\delta(x-x_2)\psi^\dagger(x_1)$; moving it past the two annihilation operators costs no sign. The second delta term carries a minus sign, which exchanging the two annihilation operators removes. The two terms are then equal and cancel the factor $\tfrac12$:

$$[\psi(x),\hat H]=h\psi(x)+\int w\,\psi^\dagger(x')\psi(x')\psi(x)\,dx' .$$

Multiply from the left by $\psi^\dagger(x)$, take the expectation value in $\Psi$, and sum over $\sigma$. Call the result $G(\mathbf r)$. The last term contains the pair density $P(\mathbf r,\mathbf r')$, which integrates to $N(N-1)$. Hence

$$G=\tau_L^{WF}+v\rho+\int w\,P(\mathbf r,\mathbf r')\,d\mathbf r'.$$

With natural orbitals $\chi_i$ and their occupations $n_i$, now fractional, $\tau_L^{WF}=-(\hbar^2/2m)\sum_i n_i\chi_i\nabla^2\chi_i$. The exchange-correlation hole is defined by $P(\mathbf r,\mathbf r')=\rho(\mathbf r)[\rho(\mathbf r')+\rho_{xc}(\mathbf r,\mathbf r')]$. It integrates over $\mathbf r'$ to $-1$, because $P$ integrates over $\mathbf r'$ to $(N-1)\rho(\mathbf r)$. With $v_{\rm hole}=\int w\,\rho_{xc}\,d\mathbf r'$, division by $\rho$ gives

$$\frac{\tau_L^{WF}}{\rho}+v+v_H+v_{\rm hole}=\frac{G}{\rho}.\tag{3}$$

To see what $G$ means, use $\hat H\Psi=E_N\Psi$ in the commutator and insert the complete set of $(N-1)$-electron eigenstates $|k\rangle$ with energies $E_k$:

$$G=\sum_\sigma\langle\psi^\dagger\psi\hat H-\psi^\dagger\hat H\psi\rangle=\sum_k(E_N-E_k)\sum_\sigma|d_k|^2,\qquad d_k(x)=\langle k|\psi(x)|\Psi\rangle .$$

The $d_k$ are Dyson orbitals; their squares sum to $\rho$. With the ionisation energies $I_k=E_k-E_N$,

$$\frac G\rho=-\frac{\sum_k I_k\sum_\sigma|d_k|^2}{\rho}\equiv\bar\varepsilon_{WF}.$$

Thus $-\bar\varepsilon_{WF}(\mathbf r)$ is the mean energy needed to remove an electron found at $\mathbf r$, and $-\bar\varepsilon_{KS}$ is its Kohn–Sham counterpart.

Subtracting (3) from (2) removes $v$ and $v_H$:

$$v_{xc}=v_{\rm hole}+\bar\varepsilon_{KS}-\bar\varepsilon_{WF}+\frac{\tau_L^{WF}-\tau_L^{KS}}{\rho}.\tag{4}$$

This still contains Laplacians of orbitals. They can be removed because both systems have the same density. From $\nabla^2\chi^2=2|\nabla\chi|^2+2\chi\nabla^2\chi$ it follows that $\tau_L=\tau-(\hbar^2/4m)\nabla^2\rho$, where $\tau=(\hbar^2/2m)\sum_i n_i|\nabla\chi_i|^2$. Now split off the part that a single orbital $\sqrt\rho$ would have:

$$\tau=\frac{\hbar^2|\nabla\rho|^2}{8m\rho}+\tau_P .$$

The remainder $\tau_P$ is the Pauli kinetic energy density. Since $\nabla^2\sqrt\rho=\nabla^2\rho/(2\sqrt\rho)-|\nabla\rho|^2/(4\rho^{3/2})$,

$$\frac{\tau_L-\tau_P}{\rho}=\frac{\hbar^2|\nabla\rho|^2}{8m\rho^2}-\frac{\hbar^2\nabla^2\rho}{4m\rho}=-\frac{\hbar^2}{2m}\frac{\nabla^2\sqrt\rho}{\sqrt\rho}\equiv D[\rho].\tag{5}$$

The same $D[\rho]$ stands on both sides and cancels in (4). What is left is equation (1).

The Pauli density has a form that shows its sign. Insert $\nabla\rho=2\sum_i n_i\chi_i\nabla\chi_i$ into its definition and multiply by $\rho$:

$$\rho\tau_P=\frac{\hbar^2}{2m}\sum_{ij}n_in_j\big[\chi_i^2|\nabla\chi_j|^2-\chi_i\chi_j\nabla\chi_i\!\cdot\!\nabla\chi_j\big].$$

Averaging the summand with its copy in which $i$ and $j$ are exchanged completes a square:

$$\tau_P=\frac{\hbar^2}{4m\rho}\sum_{ij}n_in_j\,|\chi_i\nabla\chi_j-\chi_j\nabla\chi_i|^2\ \ge 0 .\tag{6}$$

It vanishes for one spatial orbital and measures how the ratios of the orbitals vary in space.

Two small systems show what the terms do. For one electron $P=0$, so $v_{\rm hole}=-v_H$; both mean energies coincide, both Pauli terms vanish, and $v_{xc}=-v_H$ removes the self-repulsion. For a two-electron singlet the Kohn–Sham system has one spatial orbital, so $\tau_P^{KS}=0$ and $\bar\varepsilon_{KS}=\varepsilon_{\rm HOMO}$. With $\varepsilon_{\rm HOMO}=-I_0$, where $I_0$ is the lowest ionisation energy,

$$v_{xc}=v_{\rm hole}+\frac{\sum_k(I_k-I_0)\sum_\sigma|d_k|^2}{\rho}+\frac{\tau_P^{WF}}{\rho}.$$

Both corrections are nonnegative: in this case $v_{xc}$ lies nowhere below the hole potential.

The choice $\varepsilon_{\rm HOMO}=-I_0$ fixes the additive constant in $v_{xc}$. Far from a finite system, in directions where the highest orbital and the first Dyson orbital dominate, both mean energies tend to $-I_0$. The Pauli ratios vanish if the ratios of the other orbitals to the dominant one become constant or die out, since (6) contains gradients of those ratios. The hole holds one missing electron, so $v_{xc}\to-e^2/r$. On a nodal plane of the highest orbital another orbital takes over the average, and this argument does not apply.

Equation (1) is implicit, because its right side contains the Kohn–Sham orbitals. Collect the wavefunction quantities in $f=v_{\rm hole}-\bar\varepsilon_{WF}+\tau_P^{WF}/\rho_{WF}$ and keep $v_H$ from the wavefunction density. Starting from a trial $v_{xc}$, solve for the orbitals, shift all their energies by $-c$, where $c=\varepsilon_{\rm HOMO}+I_0$, and form

$$v_{xc}^{\rm new}=f+\bar\varepsilon_{KS}-c-\frac{\tau_P^{KS}}{\rho_{KS}} .\tag{7}$$

Does a fixed point have the right density? By (2) and (5), $\bar\varepsilon_{KS}-\tau_P^{KS}/\rho_{KS}=D[\rho_{KS}]+v+v_H+v_{xc}$. Inserting this in (7) with $v_{xc}^{\rm new}=v_{xc}$ gives the first of the following equations; (3) and (5) give the second:

$$D[\rho_{KS}]+U=c,\qquad D[\rho_{WF}]+U=0,\qquad U=v+v_H+f .$$

So $u_1=\sqrt{\rho_{KS}}$ and $u_2=\sqrt{\rho_{WF}}$ are positive eigenfunctions of one operator, $-\hbar^2\nabla^2/2m+U$, with eigenvalues $c$ and $0$. Hermiticity requires $c\int u_1u_2\,d\mathbf r=0$, and the integral is positive, hence $c=0$. Writing $u_1=qu_2$ then gives $\nabla\!\cdot(u_2^2\nabla q)=0$. Multiplication by $q$ and partial integration, with vanishing boundary terms, yield $\int u_2^2|\nabla q|^2d\mathbf r=0$. Thus $q$ is constant, and equal normalisation makes the densities equal. In a complete basis a fixed point therefore reproduces the density and $\varepsilon_{\rm HOMO}=-I_0$. This does not prove that the iteration converges.

A case in which every term of (1) contributes, and the potential can be found without it, is a pair of electrons with equal spin in one dimension. Treat the fully polarised sector by itself, so that two different Kohn–Sham orbitals are occupied. In atomic units let the trap be $\tfrac12\omega^2x^2$ with $\omega=0.15$, and the repulsion $1/\sqrt{(x-x')^2+a^2}$ with $a=1.5$ bohr; the derivation holds for any such $w$. Diagonalisation on a spectral grid of 71 points, 0.42 bohr apart, gives a pair energy of 0.533634 hartree. One electron in the trap has $\omega/2=0.075$ hartree, so the highest orbital energy is set to $0.533634-0.075=0.458634$ hartree. It is positive because energies are counted from the bottom of the trap and the second electron adds only positive kinetic, trap and repulsion energy.

The Kohn–Sham potential was obtained from the density by Newton's method, using the linear response of the noninteracting density. The right side of (1) was then evaluated with $\bar\varepsilon_{WF}$ from the explicit sum over Dyson orbitals. Both give $-0.34297$ hartree at $x=0$ and $-0.47282$ hartree at $x=2.10$ bohr. Where the density exceeds $10^{-3}$ per bohr, they differ by at most $5\times10^{-7}$ hartree. Leaving out the two Pauli terms raises the largest difference to 0.027 hartree; leaving out the two mean energies instead raises it to 0.079 hartree.

A Gaussian basis changes the status of (1). The orbitals now satisfy the Kohn–Sham equations in projection on the basis functions, not point by point. The error $(F-\varepsilon_i)\phi_i$, with $F$ the Kohn–Sham operator, is orthogonal to the basis but not zero. Equations (2) and (3) therefore acquire residuals,

$$R_{KS}=\frac{\tau_L^{KS}}{\rho_{KS}}+v+v_H+v_{xc}-\bar\varepsilon_{KS},\qquad R_{WF}=\frac{\tau_L^{WF}}{\rho_{WF}}+v+v_H+v_{\rm hole}-\bar\varepsilon_{WF}.$$

Their most violent part is easy to trace. For a Gaussian $g=e^{-\alpha r^2}$,

$$-\frac{\hbar^2}{2m}\frac{\nabla^2g}{g}=\frac{\hbar^2}{m}\,(3\alpha-2\alpha^2r^2).$$

This is finite at $r=0$, where a true orbital would have a cusp and a local kinetic energy $+Ze^2/r$ to cancel the nuclear attraction. A finite sum of Gaussians leaves $-Ze^2/r$ uncancelled. Farther out, functions of different $\alpha$ take turns in dominating the sum, and its Laplacian can swing about the correct value.

Solving (2) pointwise for the potential gives

$$v_{\rm dir}=\bar\varepsilon_{KS}-\frac{\tau_L^{KS}}{\rho_{KS}}-v-v_H=v_{xc}-R_{KS},$$

so direct inversion puts the whole residual into the potential, including $+Ze^2/r$. Equation (1), used as a definition, omits both residuals. At a fixed point of (7), insertion of $v_{xc}$ in $R_{KS}$ and use of (5) give

$$R_{KS}-R_{WF}=D[\rho_{KS}]-D[\rho_{WF}]-c .\tag{8}$$

The two residuals thus differ through two nearby densities expanded in the same basis. The singular nuclear terms cancel in the difference. This also shows the use of the Pauli form: in a finite basis (4) and (1) are no longer equivalent, because (4) would retain the difference of the two $D$'s with its second derivatives.

What remains in (1) is mild. The hole potential is made of electrostatic integrals over Gaussian products. The mean energies contain no derivatives of the orbitals, since

$$\rho\bar\varepsilon_{WF}=\sum_{pq}G_{pq}\chi_p\chi_q,\qquad G_{pq}=\sum_r h_{pr}\gamma_{rq}+\sum_{rst}(pr|st)\Gamma_{qrst},$$

where $\chi_p$ are now the molecular orbitals, $h_{pr}$ and $(pr|st)$ the one- and two-electron integrals, and $\gamma$ and $\Gamma$ the one- and two-particle density matrices. The kinetic operator enters through integrals, which average over the local error. For full configuration interaction (CI) the commutator argument can be repeated within the orbital space, so $G$ keeps its meaning as a Dyson average there. The Pauli terms contain first derivatives in antisymmetric pairs. All these functions are infinitely differentiable, and where $\rho>0$ so are their quotients. Equation (1) therefore cannot produce a $1/r$ singularity at a nucleus. It does not forbid finite undulations.

The beryllium atom shows the sizes. The reference is a nonrelativistic full CI in ten uncontracted s Gaussians, with exponents from 0.04 bohr$^{-2}$ in ratio 3, and three p sets, with exponents from 0.06 bohr$^{-2}$ in ratio 5. It lacks higher angular momenta and completeness in s and p. The energy is $-14.6351$ hartree, against $-14.5708$ hartree for Hartree–Fock in the same basis. The full-CI energy difference to the cation gives $I_0=0.3381$ hartree, or 9.200 eV. These and the following numbers belong to this basis, not to the converged atom. A larger basis of fourteen s Gaussians (from 0.03 bohr$^{-2}$ in ratio 2.2) and five p sets (from 0.06 bohr$^{-2}$ in ratio 3.5), called 14s5p below and itself without d functions, gives $-14.6580$ hartree and $I_0=0.3411$ hartree.

Equation (7) was iterated with half of each change accepted and radial integrals done by Gauss–Legendre quadrature. After 4000 cycles the density-weighted integral of the remaining change was $5\times10^{-8}$ hartree. The 2s energy came out at $-0.3382$ hartree before any shift, within $10^{-4}$ hartree of $-I_0$, as $c=0$ would require. The densities agree less closely: $\int|\rho_{KS}-\rho_{WF}|\,d\mathbf r=0.046$ electrons, 1.1 % of the four. The Kohn–Sham density is built from s functions alone, whereas the full-CI density also has contributions from squared p functions. These contain terms $r^2e^{-\beta r^2}$, which no finite sum of products of s Gaussians can equal, so the two densities cannot agree exactly in this basis. This rules out a perfect match but does not explain the size of the mismatch: a fixed point of (7) in a finite basis is not the best fit to the reference density. Two orthonormal orbitals in the same s functions, fitted to $\rho_{WF}$ by least squares, leave only 0.008 electrons.

At $r=1$ bohr the terms of (1), in hartree, are

$$v_{xc}=-0.8110+0.2477+0.0533=-0.5100,$$

or $-13.88$ eV. The first number is the hole potential, the second $\bar\varepsilon_{KS}-\bar\varepsilon_{WF}$, the third the Pauli difference. In the 14s5p basis the sum becomes $-0.8117+0.2574+0.0693\approx-0.485$ hartree, a shift of 0.025 hartree or 0.7 eV; at 0.5 and 0.01 bohr $v_{xc}$ rises by 0.10 and 0.12 hartree. Near the nucleus the mean energies supply almost the whole correction: at 0.01 bohr they add 0.4985 hartree to a hole potential of $-3.9379$ hartree, and the Pauli terms add 0.0005 hartree. The two corrections are not converged with respect to the basis: the tightest p exponent is only 1.5 bohr$^{-2}$, too small to describe the correlation of the 1s electrons well. Adding p sets with exponents 7.5 and 37.5 bohr$^{-2}$ raises them to 0.588 and 0.021 hartree, while the hole potential stays at $-3.94$ hartree.

The direct inversion of the same orbitals compares as follows, with $r$ in bohr and the rest in hartree.

| $r$ | $v_{xc}$ | $v_{\rm dir}$ | $R_{KS}$ | $R_{WF}$ |
|---|---|---|---|---|
| 0.0001 | −3.44 | 39701.37 | −39704.81 | −39704.50 |
| 0.01 | −3.44 | 123.00 | −126.44 | −126.19 |
| 0.05 | −3.35 | 0.60 | −3.94 | −4.02 |
| 0.1 | −3.14 | −3.90 | 0.76 | 0.80 |
| 0.5 | −1.51 | −1.50 | −0.01 | −0.04 |
| 1 | −0.51 | −0.45 | −0.06 | −0.10 |
| 4 | −0.26 | −0.27 | 0.00 | 0.00 |

At the first radius $r\,v_{\rm dir}=3.97$ hartree bohr, close to $Ze^2=4$. The residuals there are almost $4\times10^4$ hartree in magnitude, yet they differ by only 0.31 hartree. Over the quadrature points between 0.02 and 5 bohr the root-mean-square value of $R_{KS}$ is 5.76 hartree, and that of $R_{KS}-R_{WF}$ is 0.038 hartree. In this range the total variation, the sum of all rises and falls from one quadrature point to the next, is 3.3 hartree for $v_{xc}$ and 45.6 hartree for $v_{\rm dir}$; they have two and seven extrema. The root-mean-square values and the variation of $v_{\rm dir}$ depend on how the points crowd towards the nucleus: with uniform weight in $r$ the former are 1.35 and 0.028 hartree, and on a fine mesh starting exactly at 0.02 bohr the latter is 50 hartree.

The gain is concentrated in the core. Between 0.2 and 5 bohr the total variations are 2.47 hartree for $v_{xc}$ and 2.38 hartree for $v_{\rm dir}$, with two and three extrema, so direct inversion is no rougher there by the first measure. The cancellation is also weaker: the root-mean-square value falls only from 0.047 hartree for $R_{KS}$ to 0.033 hartree for the difference.

The outer region has a defect of its own. The difference of the mean energies should die out, but it grows from 0.015 hartree at 4 bohr to 0.028 hartree at 6 bohr. The growth is tied to this basis: in 14s5p the difference is 0.016 hartree at 4 bohr and 0.015 hartree at 6 bohr. The correct limit is in any case not built into the basis: at very large $r$ the most diffuse Gaussian, an s function, dominates both densities, and each mean energy then tends to a number set by expansion coefficients, which need not be $-I_0$. Here both tend to $-0.3385$ hartree, only 0.0004 hartree from $-I_0$, so this limit does not account for the growth at 6 bohr. A smooth curve is thus no proof of an accurate tail.

Nor is the potential in a finite basis unique. The orbitals depend on finitely many matrix elements of $v_{xc}$, and any change of the potential that leaves these unaltered leaves the orbitals unaltered as well. Equation (1) selects one member of this family, at the price of a density that need not match the reference. If the density must be reproduced closely, the mismatch has to be monitored while the basis is enlarged, since the gain depends on which functions are added (for beryllium two tight p sets lower it only from 0.046 to 0.040 electrons, the 14s5p basis to 0.006); if the shape of the potential near the nuclei matters, (1) avoids the singular error of pointwise inversion.
